\section*{Why published ellipsometric Delta values need their sign and axis conventions}

\section{A number to be typed into a fit}

An oxide film on silicon has been measured by ellipsometry at one angle and one photon energy, and the report gives $\Psi=13.8^\circ$ and $\Delta=130.8^\circ$. The film thickness is to be found by fitting a model to these two numbers. Before the fit can start, a decision is needed: should $\Delta$ be entered as $130.8^\circ$, as $-130.8^\circ$, or shifted by $180^\circ$? For the film treated below, one choice returns 20 nm and another returns 262.5 nm, with an almost equally good fit.

The belief that no decision is needed has a reasonable basis. Ellipsometry measures a ratio,
\begin{equation}
\rho=\frac{r_p}{r_s}=\tan\Psi\,e^{i\Delta},
\label{rho}
\end{equation}
where $r_p$ and $r_s$ are the complex reflection coefficients for fields in the plane of incidence and perpendicular to it. Here $\Delta$ is the phase of $r_p$ minus that of $r_s$. The lamp intensity cancels in the ratio, and so does any phase common to both components. It is tempting to conclude that everything arbitrary has cancelled, and that $\Delta$ belongs to the sample alone.

Two arbitrary choices survive. If both coefficients are replaced by their complex conjugates, the ratio is conjugated too. If only $r_p$ changes sign, so does the ratio. The first happens when the time-phase convention is reversed, the second when the reflected $p$-axis is reversed.

\section{Reversing the time phase}

Assume a linear, passive, isotropic, non-magnetic sample in air. A real field of angular frequency $\omega$ can be written in two ways, labelled by $\sigma=\pm1$:
\begin{equation}
\boldsymbol{\mathcal E}(t)=\mathrm{Re}\left[\mathbf E_\sigma e^{i\sigma\omega t}\right].
\end{equation}
A complex number and its conjugate have the same real part, so
\begin{equation}
\mathrm{Re}\left[\mathbf E_- e^{-i\omega t}\right]
=\mathrm{Re}\left[\mathbf E_-^* e^{+i\omega t}\right].
\end{equation}
The real field at all times fixes the complex amplitude, hence $\mathbf E_+=\mathbf E_-^*$. This holds for the incident and the reflected wave. A reflection coefficient is the ratio of their components along fixed real axes, so
\begin{equation}
r_{p,+}=r_{p,-}^*,\qquad r_{s,+}=r_{s,-}^*,\qquad
\rho_+=\frac{r_{p,-}^*}{r_{s,-}^*}=\rho_-^*=\tan\Psi\,e^{-i\Delta_-}.
\end{equation}
Thus $\Delta$ changes sign and $\Psi$ stays. Nothing physical has been run backwards; the same field has been written differently.

The material constants must follow. Let the sample respond through a real function $\chi(\tau)$, so that $\mathcal D(t)=\mathcal E(t)+\int_0^\infty\chi(\tau)\mathcal E(t-\tau)\,d\tau$. Inserting $e^{i\sigma\omega t}$ gives
\begin{equation}
\varepsilon_\sigma=1+\int_0^\infty\chi(\tau)e^{-i\sigma\omega\tau}d\tau,
\qquad \varepsilon_+=\varepsilon_-^*.
\end{equation}
An absorbing medium therefore has index $n+ik$ for $\sigma=-1$ and $n-ik$ for $\sigma=+1$, with $k>0$. The forward wave shows why. For $\sigma=-1$ it is
\begin{equation}
e^{i[(n+ik)\omega z/c-\omega t]}=e^{-k\omega z/c}\,e^{i(n\omega z/c-\omega t)},
\end{equation}
which decays. For $\sigma=+1$ the forward wave is $e^{i(\omega t-N\omega z/c)}$. With $N=n-ik$ it decays in the same way, but with $N=n+ik$ it grows as $e^{+k\omega z/c}$. Changing the time factor without the sign of $k$ thus describes an amplifying medium, not the same sample in another notation.

\section{Reversing the reflected axis}

Let $\hat{\mathbf s}$ be the same unit vector in both beams, and let $\hat{\mathbf u}$ be the propagation direction of each beam. The baseline choice is $\hat{\mathbf p}=\hat{\mathbf s}\times\hat{\mathbf u}$ in each beam, which makes $(\hat{\mathbf p},\hat{\mathbf s},\hat{\mathbf u})$ right-handed. Take $x$ along the surface, $z$ into the sample and $\hat{\mathbf s}=\hat{\mathbf y}$. Then $\hat{\mathbf u}=(\sin\theta,0,\pm\cos\theta)$, with the upper sign for the incident beam, and
\begin{equation}
\hat{\mathbf p}_{\rm in}=(\cos\theta,0,-\sin\theta),\qquad
\hat{\mathbf p}_{\rm out}=(-\cos\theta,0,-\sin\theta).
\label{axes}
\end{equation}
For unit incident $p$ amplitude the reflected field is the vector $r_p\hat{\mathbf p}_{\rm out}$. The vector does not depend on how its axis is drawn:
\begin{equation}
r_p\hat{\mathbf p}_{\rm out}=(-r_p)(-\hat{\mathbf p}_{\rm out}).
\end{equation}
Reversing this axis alone therefore changes $r_p$ to $-r_p$. Since $-1=e^{i180^\circ}$, it adds $180^\circ$ to $\Delta$. Reversing the incident $p$-axis as well changes the sign of $r_p$ a second time and removes the shift.

Normal incidence gives a quick way to read a source's axis choice. There an isotropic surface treats both polarizations alike, but equation \eqref{axes} gives $\hat{\mathbf p}_{\rm out}=-\hat{\mathbf p}_{\rm in}$. In the baseline, $r_p=-r_s$ and $\Delta=180^\circ$; with the reflected axis reversed, $r_p=r_s$ and $\Delta=0$.

Let $q=+1$ denote the baseline axis and $q=-1$ the reversed one. The baseline value, with $\sigma=-1$ and $q=+1$, follows from a reported one by
\begin{equation}
\Delta_{\rm base}=-\sigma\Delta_{\rm reported}+90^\circ(1-q)
\quad(\text{modulo }360^\circ).
\label{convert}
\end{equation}
A source that defines $\Delta$ as the $s$ phase minus the $p$ phase needs one further change of sign, made before equation \eqref{convert} is used.

\section{What the detector sees}

If the instrument reads something definite, how can $\Delta$ be conventional? Send in $p$ and $s$ fields of equal amplitude and equal phase, and place an analyzer in the reflected beam at angle $A$ from the baseline $p$-axis. Along the fixed baseline axes the reflected components are $\mathcal E_p=q\,\mathrm{Re}[r_pe^{i\sigma\omega t}]$ and $\mathcal E_s=\mathrm{Re}[r_se^{i\sigma\omega t}]$. The time average of a product of two such fields is half the real part of one amplitude times the conjugate of the other, so
\begin{align}
I(A)&=\left\langle(\mathcal E_p\cos A+\mathcal E_s\sin A)^2\right\rangle\nonumber\\
&=\tfrac12\left[|r_p|^2\cos^2A+|r_s|^2\sin^2A
+q|r_p||r_s|\cos\Delta\,\sin2A\right].
\end{align}
At $A=\pm45^\circ$ both squares equal $\tfrac12$ and $\sin2A=\pm1$. The normalized difference is
\begin{equation}
C=\frac{I(45^\circ)-I(-45^\circ)}{I(45^\circ)+I(-45^\circ)}
=\frac{2q\tan\Psi\cos\Delta}{1+\tan^2\Psi}=q\sin2\Psi\cos\Delta.
\end{equation}
Now delay the $p$ component by a quarter period. Its amplitude gains the factor $e^{-i\sigma\pi/2}$, so $\cos\Delta$ becomes $\cos(\Delta-\sigma90^\circ)=\sigma\sin\Delta$, and the difference becomes
\begin{equation}
S=\sigma q\sin2\Psi\sin\Delta.
\end{equation}

The readings $C$ and $S$ are physical. Reversing $\sigma$ reverses $\sin\Delta$, and the product $\sigma\sin\Delta$ stays. Reversing $q$ reverses both $\cos\Delta$ and $\sin\Delta$, and both readings stay. With this input light and no retarder, $I(A)$ contains $\cos\Delta$ but not $\sin\Delta$, so no setting of the analyzer reveals the sign of $\Delta$.

\section{A 20 nm oxide, worked through}

Take a film of thickness $d=20$ nm (200 \AA) with index 1.46 on a substrate of index $3.9+0.02i$, at $\theta=70^\circ$ and photon energy 1.96 eV. These are rough typical values for silicon dioxide on silicon.

The coefficients are derived in the baseline convention. Number air, film and substrate 0, 1, 2, and let $\kappa_j=\sqrt{\varepsilon_j-\sin^2\theta}$ be the normal wavenumber in units of $\omega/c$. For $s$ light, continuity of the tangential electric and magnetic fields at an interface from $i$ to $j$ gives $1+r=t$ and $\kappa_i(1-r)=\kappa_jt$. For $p$ light the magnetic field lies along $+\hat{\mathbf s}$ in both beams and equals the index $N$ times the electric amplitude. Its continuity gives $N_i(1+r)=N_jt$, and that of the tangential electric field gives $(\kappa_i/N_i)(1-r)=(\kappa_j/N_j)t$. Eliminating $t$ in each pair,
\begin{equation}
r^s_{ij}=\frac{\kappa_i-\kappa_j}{\kappa_i+\kappa_j},\qquad
r^p_{ij}=\frac{\varepsilon_j\kappa_i-\varepsilon_i\kappa_j}{\varepsilon_j\kappa_i+\varepsilon_i\kappa_j}.
\end{equation}

Inside the film let $a$ and $b$ be the downward and upward amplitudes at the top. One round trip gives $b=r_{12}Xa$, with $X=e^{2i\kappa_1\omega d/c}$; in atomic units $c=1/\alpha$, where $\alpha$ is the fine-structure constant. At the top, $a=t_{01}+r_{10}b$ and $r=r_{01}+t_{10}b$. The interface relations give $r_{10}=-r_{01}$ and $t_{01}t_{10}=(1+r_{01})(1-r_{01})$ for both polarizations. Hence $a=t_{01}/(1+r_{01}r_{12}X)$ and
\begin{equation}
r=r_{01}+\frac{(1-r_{01}^2)r_{12}X}{1+r_{01}r_{12}X}
=\frac{r_{01}+r_{12}X}{1+r_{01}r_{12}X}.
\label{film}
\end{equation}

Here $\kappa_1=\sqrt{2.1316-0.8830}=1.1174$ and the vacuum wavelength is $\lambda=632.6$ nm. The round-trip phase is $360^\circ\times2\kappa_1d/\lambda=25.4^\circ$, so $X=0.903+0.430i$. The interface coefficients are $r_{01}^p=-0.2103$, $r_{01}^s=-0.5313$, $r_{12}^p=0.3562+0.0021i$ and $r_{12}^s=-0.5442-0.0019i$. Equation \eqref{film} gives
\begin{align}
r_p&=\frac{0.110+0.155i}{0.933-0.033i}=0.1125+0.1700i,\\
r_s&=\frac{-1.022-0.235i}{1.261+0.125i}=-0.8210-0.1053i,
\end{align}
and $\rho=-0.1609-0.1864i$. Its modulus is 0.246, so $\Psi=13.8^\circ$. Both parts are negative, which places $\Delta$ in the third quadrant at $-130.8^\circ$.

As a test, the field-matching equations were also solved as a vector boundary problem in each convention separately, with the substrate permittivity computed from a real damped-oscillator response. That response gave $15.21+0.16i$ for $\sigma=-1$ and $15.21-0.16i$ for $\sigma=+1$. The resulting phases agree with the transformation rules:
\begin{center}
\begin{tabular}{ccc}
$\sigma$ & $q$ & $\Delta$ \\
$-1$ & $+1$ & $-130.8^\circ$ \\
$+1$ & $+1$ & $130.8^\circ$ \\
$-1$ & $-1$ & $49.2^\circ$ \\
$+1$ & $-1$ & $-49.2^\circ$
\end{tabular}
\end{center}
A report that uses the range $0$ to $360^\circ$ would print the first entry as $229.2^\circ$, which is no further change of convention. All four rows have the same $\Psi$ and the same readings, $C=2(-0.1609)/1.0606=-0.303$ and $S=-2(-0.1864)/1.0606=0.352$, where $1.0606=1+|\rho|^2$. Reversing the time factor but leaving the substrate index at $3.9+0.02i$ misses the correct $\Delta$ by $1.05^\circ$, provided $\kappa_2$ keeps its positive real part, so that the substrate wave travels away from the surface and grows. A thickness fit absorbs this error, returning 20.6 nm instead of 20 nm with a misfit of only 0.0002, so it can pass unnoticed. A code that instead picks the decaying root gets an incoming substrate wave; for this transparent film $\Delta$ is then unchanged but $\Psi$ becomes $76.2^\circ$, and the error is plain.

\section{How a wrong sign becomes a wrong thickness}

Suppose the value $+130.8^\circ$, reported with $\sigma=+1$, is fitted by a model that uses $\sigma=-1$. The factor $X$ repeats when $d$ grows by
\begin{equation}
D=\frac{\pi c}{\omega\kappa_1}=\frac{\lambda}{2\kappa_1}=283.1\ \text{nm}.
\end{equation}
For a transparent film, replacing $d$ by $D-d$ gives
\begin{equation}
X(D-d)=e^{2\pi i}e^{-2i\kappa_1\omega d/c}=X(d)^*.
\end{equation}
If the substrate is transparent too, the coefficients $r_{01}$ and $r_{12}$ are real. Equation \eqref{film} is then conjugated, and so is $\rho$. The wrong sign is thus fitted perfectly by the wrong thickness $D-d$, here 263.1 nm.

The absorbing substrate makes the imitation approximate. With the indices held fixed and the thickness searched over one period, the best fit to the misread data is 262.5 nm (2625 \AA). It gives $\Psi=13.85^\circ$ and $\Delta=130.82^\circ$, and misses the misread $\rho$ by 0.0002 in modulus, about 0.1\% of $|\rho|$. For a substrate that absorbs this weakly, goodness of fit gives no useful warning. On a strongly absorbing substrate the imitation degrades: for the same film the misfit is about 4\% of $|\rho|$ with a substrate index of $5.6+3i$ and about 45\% with a metal-like $0.2+3.5i$.

A misread $p$-axis behaves differently for this film. The best thickness is then 245.3 nm, but the misfit is 0.298, larger than $|\rho|$ itself, and the error is plain. This protection is not general. At a thickness of 59.1 nm the baseline $\Delta$ is $-90^\circ$, where $-\rho=\rho^*$. The two reversals then give the same number, and an axis error can be hidden by a false thickness just as a sign error can.

A second angle exposes the false film. At $60^\circ$ the misread value would be $159.3^\circ$, while a 262.5 nm film gives $173.5^\circ$, a disagreement of $14.2^\circ$. The reason is that $D$ depends on angle. At $60^\circ$, $\kappa_1=1.1754$ and $D=269.1$ nm, so the false film now imitates the conjugate of a much thinner film than 20 nm. For a transparent substrate its thickness would be $269.1-262.5=6.6$ nm; substrate absorption lowers this by about 0.6 nm, as at $70^\circ$, to 6.0 nm.

\section{Finding an unstated convention}

A known sample measured on the same instrument can settle the matter, if it is well chosen. The candidates are $\rho$, $\rho^*$, $-\rho$ and $-\rho^*$. For non-zero finite $\rho$, the first two coincide when $\sin\Delta=0$, and $\rho$ coincides with $-\rho^*$ when $\cos\Delta=0$. All four differ if and only if neither vanishes. A bare transparent substrate has real $\rho$, so away from the Brewster angle, where $\rho$ vanishes, it can reveal the axis choice but not the time convention. The 20 nm oxide at $70^\circ$ reveals both if $\Delta$ is known to be the $p$ phase minus the $s$ phase, since its four labels lie more than $80^\circ$ apart. If that is not known, the sample cannot tell the opposite definition from a reversed time factor, because each changes the sign of $\Delta$. It still fixes the combined sign, which is all that is needed to convert $\Delta$ for an isotropic sample.

A real oxidized wafer departs from the model, but by much less than that. The sharp, smooth interfaces are the assumption that matters most among those sized here. Adding a 1 nm transition layer of index 2.7 beneath the film moves $\Delta$ by $1.8^\circ$, and adding a 1 nm rough top layer of index 1.23 moves it by $1.2^\circ$. An angle error of $0.1^\circ$ moves it by $0.6^\circ$, a film-index error of 0.01 by $0.4^\circ$, heating the substrate by 50 K by $0.3^\circ$, and a photon-energy offset of 0.01 eV by $0.2^\circ$ with the indices held fixed (about $0.1^\circ$ once the substrate's dispersion is included). The layers and the thermal coefficient behind these figures are rough assumptions, and each change was made alone. Light penetrates about 2.4 $\mu$m into the substrate, far less than the thickness of a wafer, so leaving out its back face is justified. Even if all these changes added up, they would move $\Delta$ by less than $5^\circ$. The thickness of the reference film must be known separately, since an error of 1 nm in it moves $\Delta$ by about another $1.8^\circ$. With the thickness known to a nanometre, all the changes listed here would together move $\Delta$ by less than $7^\circ$, whereas a sign error moves it by $98^\circ$, an axis error by $180^\circ$ and both together by $82^\circ$.

If the sample converts $p$ light into $s$ light, as an anisotropic one can, the single ratio in equation \eqref{rho} no longer describes it. Reversing the time convention then conjugates every reflection coefficient, and reversing the reflected $p$-axis changes the sign of every coefficient with a $p$ output. For isotropic samples, two published values of $\Delta$ can be compared once both have been brought to one convention by equation \eqref{convert}, at the same angle and photon energy. The remaining figures are in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
photon energy: 1.96 eV
vacuum wavelength: 632.6 nm
incidence angle: 70.0 deg
film thickness: 20.0 nm = 200 angstrom
film index: 1.46; substrate index: 3.90+0.02j
substrate eps, time sign -1: 15.2096+0.1560j
substrate eps, time sign +1: 15.2096-0.1560j
air-film r_p, r_s: -0.2103, -0.5313
film-substrate r_p: 0.3562+0.0021j
film-substrate r_s: -0.5442-0.0019j
film round-trip phase: 25.44 deg
total r_p: 0.1125+0.1700j
total r_s: -0.8210-0.1053j
baseline rho: -0.1609-0.1864j
Psi in all conventions: 13.84 deg
Delta, time -1, p-axis +1: -130.80 deg (0-360 range: 229.20)
Delta, time -1, p-axis -1: 49.20 deg (0-360 range: 49.20)
Delta, time +1, p-axis +1: 130.80 deg (0-360 range: 130.80)
Delta, time +1, p-axis -1: -49.20 deg (0-360 range: 310.80)
analyzer contrast, no retarder: -0.3034
analyzer contrast, p delayed quarter period: 0.3516
largest contrast spread over conventions: 0.0e+00
Delta error if index is not conjugated: 1.05 deg
thickness where both reversals agree: 59.13 nm
Delta at that thickness: -90.00 deg
thickness period at 70 deg: 283.06 nm
fit, right convention: 20.00 nm
fit, wrong time sign: 262.50 nm = 2625 angstrom
rho misfit, wrong time sign: 0.0002
Psi, Delta of that false fit: 13.85, 130.82 deg
fit, wrong p-axis: 245.32 nm; rho misfit: 0.2981
60 deg: misread Delta: 159.29 deg
60 deg: Delta of false thickness: 173.45 deg
60 deg: disagreement: 14.16 deg
separation of Delta and -Delta on the circle: 98.41 deg
Delta change, 1 nm interface layer, index 2.7: 1.823 deg
Delta change, 1 nm rough top layer, index 1.23: 1.152 deg
Delta change, incidence angle +0.1 deg: 0.576 deg
Delta change, film index +0.01: 0.397 deg
Delta change, substrate heated 50 K (4e-4 per K): 0.301 deg
Delta change, photon energy +0.01 eV: 0.184 deg
intensity penetration depth in substrate: 2.44 micrometre
\end{verbatim}
